# Lattice trapping of a crack in a chain with snapping bonds: a program that tests the result

```python
"""
Lattice trapping of a crack in a chain with snapping bonds.

Result under test: a chain with springs K, tied to a rigid base by bonds of
stiffness k that snap at displacement u_c, and pulled at its end by a force F,
holds its crack at rest exactly for F_minus < F < F_plus, where
    F_plus = k u_c/(1-lam),  F_minus = lam k u_c/(1-lam),
    lam = exp(-q),  4 sinh(q/2)^2 = k/K.
The Griffith load F_G = u_c sqrt(k K) is the geometric mean of the two edges.
Gamma = k u_c^2/2 is the energy of one bond.
"""
import numpy as np
from scipy.constants import k as k_boltzmann


def decay(k, K):
    q = 2*np.arcsinh(0.5*np.sqrt(k/K))
    return q, np.exp(-q)


def edges(k, K, u_c):
    lam = decay(k, K)[1]
    return lam*k*u_c/(1-lam), k*u_c/(1-lam)


def matrices(n_free, n_total, k, K):
    """Difference matrix (far end clamped) and Hessian of the chain."""
    D = np.eye(n_total) - np.eye(n_total, k=1)
    bonded = (np.arange(n_total) >= n_free).astype(float)
    return D, K*D.T @ D + np.diag(k*bonded)


def equilibrium(F, n_free, n_total, k, K):
    H = matrices(n_free, n_total, k, K)[1]
    load = np.zeros(n_total)
    load[0] = F
    return np.linalg.solve(H, load)


def energy(u, F, n_free, k, K, u_c):
    H = matrices(n_free, len(u), k, K)[1]
    return 0.5*u @ H @ u - F*u[0] + n_free*0.5*k*u_c**2


def pinned_state(F, n_free, n_total, k, K, u_c):
    """Lowest-energy state with the first intact bond held at u_c."""
    H = matrices(n_free, n_total, k, K)[1]
    load = np.zeros(n_total)
    load[0] = F
    others = np.arange(n_total) != n_free
    u = np.full(n_total, float(u_c))
    rhs = load[others] - H[others, n_free]*u_c
    u[others] = np.linalg.solve(H[np.ix_(others, others)], rhs)
    return u


def load_range(bond_force, k, K, u_c):
    """Loads of all decaying equilibria, built site by site toward the end."""
    lam = decay(k, K)[1]
    u = np.linspace(lam*u_c, u_c, 20001)[1:-1]
    inner = lam*u
    for _ in range(80):
        u, inner = 2*u - inner + bond_force(u)/K, u
    loads = K*(u - inner)
    return loads.min(), loads.max()


# --- thresholds, energy release, barriers and misfit from matrix solutions
for k_t in (0.05, 1.0, 4.0):
    K_t, uc_t, m, n = 1.0, 1.0, 5, 180
    q_t, lam_t = decay(k_t, K_t)
    low, high = edges(k_t, K_t, uc_t)
    griffith = uc_t*np.sqrt(k_t*K_t)
    gamma_t = 0.5*k_t*uc_t**2
    unit = equilibrium(1.0, m, n, k_t, K_t)
    assert np.isclose(uc_t/unit[m], high, rtol=1e-9)
    assert np.isclose(uc_t/unit[m-1], low, rtol=1e-9)
    assert np.isclose(high, griffith*np.exp(q_t/2), rtol=1e-12)
    assert np.isclose(low, griffith*np.exp(-q_t/2), rtol=1e-12)
    assert np.isclose(k_t*unit[m:].sum(), 1.0, rtol=1e-9)
    for F in (griffith, 0.6*griffith + 0.4*high, 0.5*(griffith + low)):
        before = equilibrium(F, m, n, k_t, K_t)
        after = equilibrium(F, m+1, n, k_t, K_t)
        assert before[m] < uc_t < before[m-1]
        assert np.linalg.eigvalsh(matrices(m, n, k_t, K_t)[1])[0] > 0
        e0 = energy(before, F, m, k_t, K_t, uc_t)
        e1 = energy(after, F, m+1, k_t, K_t, uc_t)
        assert np.isclose(e1-e0, gamma_t - F**2/(2*K_t), atol=1e-9)
        top = pinned_state(F, m, n, k_t, K_t, uc_t)
        assert top[m+1] < uc_t < top[m-1]
        e_top = energy(top, F, m, k_t, K_t, uc_t)
        assert np.isclose(e_top-e0, 0.5*high*uc_t*(1-F/high)**2, atol=1e-9)
        assert np.isclose(e_top-e1, 0.5*low*uc_t*(F/low-1)**2, atol=1e-9)
        if F == griffith:
            assert np.isclose(e_top-e0, gamma_t*np.tanh(q_t/4), atol=1e-9)
    # a misfit s in every spring, with no end force, acts like F = K s
    s = 0.3
    D, H = matrices(m, n, k_t, K_t)
    misfit_state = np.linalg.solve(H, K_t*s*D.T @ np.ones(n))
    assert np.allclose(misfit_state, equilibrium(K_t*s, m, n, k_t, K_t))
    # completeness: scan of every decaying equilibrium of the snapping law
    scan = load_range(lambda u: np.where(u < uc_t, k_t*u, 0), k_t, K_t, uc_t)
    assert np.allclose(scan, (low, high), rtol=5e-4)  # scan-grid spacing

# --- overdamped relaxation of the nonlinear chain on both sides of each edge
low, high = edges(1.0, 1.0, 1.0)
trial = np.array([0.99*low, 1.01*low, 0.99*high, 1.01*high])
u = np.tile(equilibrium(1.0, 6, 40, 1.0, 1.0), (4, 1))
intact_start = (u < 1).sum(axis=1)
for _ in range(6000):
    stretch = u - np.hstack([u[:, 1:], np.zeros((4, 1))])
    force = -stretch - np.where(u < 1, u, 0)
    force[:, 1:] += stretch[:, :-1]
    force[:, 0] += trial
    u = u + 0.2*force
change = (u < 1).sum(axis=1) - intact_start
assert change[0] > 0 and change[1] == 0 and change[2] == 0 and change[3] < 0

# --- worked example: rough typical values, SI units
pitch, diameter, height = 200e-6, 100e-6, 80e-6
mu_bump, nu_bump, strength = 15e9, 0.35, 40e6
h_die, E_die, nu_die, mu_die = 100e-6, 150e9, 0.25, 60e9
h_sub, E_sub = 1e-3, 350e9
d_alpha, T_use, n_half = 4e-6, 373.0, 25
area = np.pi*diameter**2/4
k = mu_bump*area/height
K = E_die*h_die                 # strip one pitch wide, one pitch long
f_c = strength*area
u_c = f_c/k
q, lam = decay(k, K)
F_minus, F_plus = edges(k, K, u_c)
F_G = u_c*np.sqrt(k*K)
Gamma = 0.5*k*u_c**2
barrier = Gamma*np.tanh(q/4)
per_kelvin = K*pitch*d_alpha
assert np.isclose(F_plus-F_minus, f_c, rtol=1e-10)


def upper_kelvin(k_new, K_new):
    """Upper edge as a temperature change, at unchanged bump strength."""
    return edges(k_new, K_new, f_c/k_new)[1]/(K_new*pitch*d_alpha)


base = upper_kelvin(k, K)
inertia_moment = np.pi*diameter**4/64
E_bump = 2*mu_bump*(1+nu_bump)
bend = height**3/(12*E_bump*inertia_moment)
with_bend = upper_kelvin(1/(1/k + bend), K)
K_sub = E_sub*h_sub
with_sub = upper_kelvin(k, K*K_sub/(K+K_sub))
die_shear = h_die/(3*mu_die*pitch**2)
with_shear = upper_kelvin(1/(1/k + die_shear), K)
with_biaxial = upper_kelvin(k, K/(1-nu_die**2))/(1+nu_die)
finite = u_c/equilibrium(1.0, 0, n_half, k, K)[0]/per_kelvin


def plateau(u):
    return np.where(u < 2*u_c, k*np.minimum(u, u_c), 0)


def softening(u):
    return np.where(u < u_c, k*u, k*np.clip(2*u_c-u, 0, None))


yield_low, yield_high = load_range(plateau, k, K, u_c)
soft_low, soft_high = load_range(softening, k, K, u_c)
assert soft_high-soft_low < 0.5*f_c

# --- inertia: release the chain just after one bond has been forced open
# units: K = site mass = u_c = 1; loads are F_G exp(x q/2)
x = np.concatenate([[-0.5, -0.2], np.arange(1, 20)*0.05])
r = k/K
loads = np.sqrt(r)*np.exp(x*q/2)
tip, n_sites, dt = 250, 500, 0.05
site = np.arange(n_sites) - tip
u = np.where(site >= 0, np.exp(-q*np.maximum(site, 0)),
             1 + loads[:, None]*np.maximum(-site, 0))


def acceleration(u):
    stretch = u.copy()
    stretch[:, :-1] -= u[:, 1:]
    a = -stretch - np.where(u < 1, r*u, 0)
    a[:, 1:] += stretch[:, :-1]
    a[:, 0] += loads
    return a


v = np.zeros_like(u)
a = acceleration(u)
opened = np.zeros((len(x), n_sites-tip-1), dtype=bool)
for _ in range(4000):
    v += 0.5*dt*a
    u += dt*v
    a = acceleration(u)
    v += 0.5*dt*a
    opened |= u[:, tip+1:] >= 1
extra = opened.sum(axis=1)
assert np.all(extra[x < 0] == 0)
running = loads[extra >= 10]/np.sqrt(r)
lowest_run = running.min() if running.size else np.inf

print(f"bump pitch: {pitch*1e6:.0f} um")
print(f"bump diameter: {diameter*1e6:.0f} um")
print(f"bump height: {height*1e6:.0f} um")
print(f"bump shear modulus: {mu_bump/1e9:.0f} GPa")
print(f"bump Poisson ratio: {nu_bump:.2f}")
print(f"bump shear strength: {strength/1e6:.0f} MPa")
print(f"die thickness: {h_die*1e6:.0f} um")
print(f"die Young modulus: {E_die/1e9:.0f} GPa")
print(f"die Poisson ratio: {nu_die:.2f}")
print(f"die shear modulus: {mu_die/1e9:.0f} GPa")
print(f"substrate thickness: {h_sub*1e3:.0f} mm")
print(f"substrate Young modulus: {E_sub/1e9:.0f} GPa")
print(f"expansion mismatch: {d_alpha*1e6:.0f} ppm/K")
print(f"bond stiffness k: {k/1e6:.3f} N/um")
print(f"chain stiffness K: {K/1e6:.2f} N/um")
print(f"ratio k/K: {r:.4f}")
print(f"decay exponent q: {q:.4f}")
print(f"decay factor lambda: {lam:.4f}")
print(f"decay length pitch/q: {pitch/q*1e6:.0f} um")
print(f"snap displacement u_c: {u_c*1e6:.4f} um")
print(f"bond strength f_c: {f_c:.4f} N")
print(f"bond energy Gamma: {Gamma*1e9:.2f} nJ")
print(f"load per kelvin: {per_kelvin:.4f} N/K")
print(f"lower edge F_minus: {F_minus:.4f} N")
print(f"Griffith load F_G: {F_G:.4f} N")
print(f"upper edge F_plus: {F_plus:.4f} N")
print(f"lower edge, temperature change: {F_minus/per_kelvin:.1f} K")
print(f"Griffith, temperature change: {F_G/per_kelvin:.1f} K")
print(f"upper edge, temperature change: {base:.1f} K")
print(f"upper edge / Griffith: {F_plus/F_G:.4f}")
print(f"lower edge / Griffith: {F_minus/F_G:.4f}")
print(f"barrier at Griffith load: {barrier*1e9:.3f} nJ")
print(f"temperature of use: {T_use:.0f} K")
print(f"barrier / thermal energy: {barrier/(k_boltzmann*T_use):.2e}")
print(f"upper edge with transverse mismatch: {with_biaxial:.1f} K")
print(f"upper edge with bump bending: {with_bend:.1f} K")
print(f"upper edge with substrate stretch: {with_sub:.1f} K")
print(f"upper edge with die shear: {with_shear:.1f} K")
print(f"bumps from edge to die centre: {n_half}")
print(f"finite-row relative shift of upper edge: {finite/base-1:.1e}")
print(f"rough peel/shear force ratio: {h_die/(2*pitch):.2f}")
print(f"yielding to 2 u_c, lower edge: {yield_low/per_kelvin:.1f} K")
print(f"yielding to 2 u_c, upper edge: {yield_high/per_kelvin:.1f} K")
print(f"softening to 2 u_c, lower edge: {soft_low/per_kelvin:.2f} K")
print(f"softening to 2 u_c, upper edge: {soft_high/per_kelvin:.2f} K")
print(f"softening width / snapping width: {(soft_high-soft_low)/f_c:.4f}")
print(f"inertia: lowest scanned running load / Griffith: {lowest_run:.3f}")
print(f"inertia: extra bonds opened at highest scan load: {extra[-1]}")
print(f"highest scan load / Griffith: {loads[-1]/np.sqrt(r):.3f}")
print("success")
```

Output:

```
bump pitch: 200 um
bump diameter: 100 um
bump height: 80 um
bump shear modulus: 15 GPa
bump Poisson ratio: 0.35
bump shear strength: 40 MPa
die thickness: 100 um
die Young modulus: 150 GPa
die Poisson ratio: 0.25
die shear modulus: 60 GPa
substrate thickness: 1 mm
substrate Young modulus: 350 GPa
expansion mismatch: 4 ppm/K
bond stiffness k: 1.473 N/um
chain stiffness K: 15.00 N/um
ratio k/K: 0.0982
decay exponent q: 0.3121
decay factor lambda: 0.7319
decay length pitch/q: 641 um
snap displacement u_c: 0.2133 um
bond strength f_c: 0.3142 N
bond energy Gamma: 33.51 nJ
load per kelvin: 0.0120 N/K
lower edge F_minus: 0.8578 N
Griffith load F_G: 1.0027 N
upper edge F_plus: 1.1720 N
lower edge, temperature change: 71.5 K
Griffith, temperature change: 83.6 K
upper edge, temperature change: 97.7 K
upper edge / Griffith: 1.1689
lower edge / Griffith: 0.8555
barrier at Griffith load: 2.609 nJ
temperature of use: 373 K
barrier / thermal energy: 5.07e+11
upper edge with transverse mismatch: 75.3 K
upper edge with bump bending: 109.8 K
upper edge with substrate stretch: 100.1 K
upper edge with die shear: 98.5 K
bumps from edge to die centre: 25
finite-row relative shift of upper edge: 2.9e-07
rough peel/shear force ratio: 0.25
yielding to 2 u_c, lower edge: 131.7 K
yielding to 2 u_c, upper edge: 157.9 K
softening to 2 u_c, lower edge: 116.72 K
softening to 2 u_c, upper edge: 119.63 K
softening width / snapping width: 0.1113
inertia: lowest scanned running load / Griffith: 1.151
inertia: extra bonds opened at highest scan load: 22
highest scan load / Griffith: 1.160
success
```
